# Why frozen-out donors are ionised inside an equilibrium depletion layer

**Question.** In a sufficiently cold n-type semiconductor nearly all donors hold their electron, because the binding energy then outweighs the large number of free places in the band. Yet the depletion layer under a metal contact or a charged surface is usually computed as if every donor in it were ionised. Temperature and binding energy are the same in both places. Why does the occupation differ, and how far does the full ionisation reach?

**Answer.**

## The electron's destination decides

A donor is ionised when its electron is elsewhere, so the cost of ionisation depends on where the electron can go. In the neutral bulk the available place is the conduction band, an energy $\varepsilon_d$ above the donor level. In the depletion layer the donor can also exchange electrons with the metal or the surface states, which can accept an electron at the Fermi level $E_F$. Upward band bending has lifted the donor level above $E_F$, so the electron lowers its energy by leaving.

A count at fixed electron number shows this without assuming a Fermi level. Take $M$ donors and $S$ single-electron states, each lying an energy $\Delta$ above the donor level. If $m$ donors are ionised, their electrons occupy $m$ of the $S$ states, and each remaining donor electron has $g=2$ spin states. The statistical weight is

$$
w(m)=\binom{M}{m}\,g^{M-m}\binom{S}{m}\,e^{-m\Delta/kT}.
$$

For large numbers the most probable $m$ satisfies $w(m+1)/w(m)=1$. The first binomial contributes $(M-m)/m$, the second $(S-m)/m$ and the spin factor $1/g$, with $m+1$ replaced by $m$ in the denominators. Therefore

$$
\frac{m^2}{(M-m)(S-m)}=\frac{1}{g}\,e^{-\Delta/kT}.
$$

For the band, $\Delta=\varepsilon_d>0$ and the right side is tiny at low temperature: the donors are frozen out. For a reservoir below the donor level, $\Delta<0$ and the right side is large: the donors empty, provided the reservoir has room.

At 30 K, with $kT=2.585$ meV, $\varepsilon_d=45$ meV and the band parameters used below, the band-only count gives an ionised fraction of $1.11\times10^{-3}$. If instead the same donors face two reservoir states each, 20 meV below the donor level, the fraction is 0.99913. This count leaves out the electrostatic energy of the separated charge. That energy limits how many donors can empty, and Poisson's equation will supply it.

## Occupation across the bent bands

Let $x$ be the depth below the surface and $u(x)$ the upward shift of the bands relative to the bulk, so $u\to0$ deep inside. In equilibrium $E_F$ does not depend on $x$, while the donor level follows the bands. With $\delta=E_F-E_d$ in the bulk,

$$
E_d(x)-E_F=u(x)-\delta .
$$

A donor is either empty, with weight 1, or holds one electron, with total weight $g\,e^{-(E_d-E_F)/kT}$. Two electrons on one donor are neglected because they repel each other; with a second binding energy of about 2 meV, the example has $1.3\times10^{-5}$ doubly occupied donors per neutral one in the bulk. That is about 1% of the ionised donors, and including them would raise the bulk ionised fraction by 0.6% at 30 K; below about 10 K, without acceptors, they are no longer a small correction to bulk neutrality. The ionised fraction is the weight of the empty state divided by the sum:

$$
p(u)=\frac{1}{1+g\,e^{(\delta-u)/kT}}
=\frac{1}{1+e^{(u^*-u)/kT}},\qquad u^*=\delta+kT\ln g .
$$

The second form absorbs $g$ into the exponent. Half the donors are ionised where $u=u^*$, which puts the donor level $kT\ln2$ above $E_F$. Where the level coincides with $E_F$, one third are ionised, because the occupied donor has two spin states.

The binding energy does not appear separately in $p$. It acts through $\delta$, which bulk neutrality fixes. Let $n_b$ be the bulk electron density, $N_c$ the effective density of states of the band, and $N_A$ the density of acceptors, all negatively charged. Since $E_c-E_F=\varepsilon_d-\delta$ in the bulk, Boltzmann statistics give $n_b=N_c e^{-(\varepsilon_d-\delta)/kT}$, or $e^{\delta/kT}=(n_b/N_c)e^{\varepsilon_d/kT}$. The ratio of neutral to ionised donors is then

$$
\frac{N_D^0}{N_D^+}=g\,e^{\delta/kT}=\frac{n_b}{N_1},\qquad
N_1=\frac{N_c}{g}\,e^{-\varepsilon_d/kT}.
$$

Neutrality requires $N_D^+=n_b+N_A$, so $N_D^0=N_D-N_A-n_b$ and

$$
n_b(n_b+N_A)=N_1(N_D-N_A-n_b).
$$

Without acceptors and with strong freeze-out, $n_b\ll N_D$ and $n_b\approx\sqrt{N_1N_D}$. Because $e^{u^*/kT}=N_D^0/N_D^+\approx N_D/n_b$,

$$
u^*\approx\frac{kT}{2}\ln\frac{N_D}{N_1}
=\frac{\varepsilon_d}{2}+\frac{kT}{2}\ln\frac{gN_D}{N_c}.
$$

As $T\to0$ without acceptors, the threshold of this one-electron model tends to $\varepsilon_d/2$; doubly occupied donors would lower the limit by half the second binding energy, from 22.5 to 21.5 meV. With any acceptors present, the bulk ionised fraction cannot fall below $N_A/N_D$, and the threshold approaches $kT\ln[(N_D-N_A)/N_A]$, which tends to zero. A bending of about half the binding energy, or less, is therefore enough to reverse the occupation, and a typical contact barrier is many times larger.

The same result has a kinetic reading. Neutral donors emit electrons at a rate $e$ each, and ionised donors capture them at a rate proportional to the local density $n(x)=n_be^{-u/kT}$. In equilibrium $N_D^0/N_D^+=n(x)/N_1$ at every depth. Bending removes the free electrons, capture fades, and emission goes on.

## From occupation to field

The electrostatic potential is $-u/q$, with $q$ the elementary charge. Poisson's equation becomes

$$
u''=\frac{q^2}{\epsilon}\rho(u),\qquad
\rho(u)=N_Dp(u)-N_A-n_be^{-u/kT},
$$

where $\epsilon$ is the permittivity and $\rho$ the net density of positive elementary charges. Holes are neglected. Multiply by $2u'$; the left side is then the derivative of $(u')^2$. Integrate from the bulk, where $u=u'=0$. With the field strength $F=|u'|/q$,

$$
F^2(u)=\frac{2}{\epsilon}\int_0^{u}\rho(v)\,dv .
$$

The donor integral follows from

$$
\frac{d}{dv}\Big[kT\ln\!\big(1+e^{(v-u^*)/kT}\big)\Big]
=\frac{1}{1+e^{(u^*-v)/kT}} .
$$

The electron term integrates to $n_bkT(1-e^{-u/kT})$. At the surface, where $u=u_s$,

$$
F_s^2=\frac{2}{\epsilon}\left[N_DkT\ln\frac{1+e^{(u_s-u^*)/kT}}{1+e^{-u^*/kT}}
-N_Au_s-n_bkT\big(1-e^{-u_s/kT}\big)\right].
$$

Now set $N_A=0$ and let both $u^*$ and $u_s-u^*$ be many $kT$. The logarithm of the numerator becomes $(u_s-u^*)/kT$. The denominator subtracts about $N_DkT\,e^{-u^*/kT}\approx n_bkT$, and the electron term subtracts another $n_bkT$. Both are negligible beside $N_D(u_s-u^*)$, which leaves

$$
F_s^2\approx\frac{2N_D}{\epsilon}(u_s-u^*).
$$

This is the field of a fully ionised layer whose barrier is reduced by $u^*$. At a contact the given quantity is usually the barrier $\Phi_B=E_c-E_F$ at the surface. Since $E_c-E_F=\varepsilon_d-\delta$ in the bulk, $u_s=\Phi_B-\varepsilon_d+\delta$. Subtracting $u^*=\delta+kT\ln g$ cancels $\delta$:

$$
F_s^2\approx\frac{2N_D}{\epsilon}\left(\Phi_B-\varepsilon_d-kT\ln g\right).
$$

At this order the bulk ionised fraction has dropped out. The layer's charge depends on how far the donor level at the surface stands above $E_F$, and not on how small the bulk ionised fraction is, as long as the bulk is strongly frozen out and acceptors are negligible. With acceptors the term $N_Au_s$ remains and lowers the field by a fraction of about $N_A/2N_D$, some 5% for $N_A=0.1\,N_D$.

## A cold contact in numbers

Take $N_D=10^{16}$ cm$^{-3}$, $N_A=0$, $\varepsilon_d=45$ meV, relative permittivity 11.7, $\Phi_B=0.55$ eV and $T=30$ K. The effective density of states is $N_c=8.96\times10^{17}$ cm$^{-3}$. Then

$$
N_1=\frac{8.96\times10^{17}}{2}\,e^{-45/2.585}\approx1.23\times10^{10}\ \mathrm{cm^{-3}},
$$

$$
n_b\approx\sqrt{1.23\times10^{10}\times10^{16}}\approx1.11\times10^{13}\ \mathrm{cm^{-3}} .
$$

About one bulk donor in 900 is ionised. The bulk has $E_c-E_F=29.2$ meV, so $\delta=45-29.2=15.8$ meV and $u^*=15.8+2.585\ln2=17.6$ meV. The surface bending is $550-29.2=520.8$ meV, some thirty times the threshold.

Solving Poisson's equation on a grid gives this comparison of donor level and occupation:

| Depth (nm) | $E_d-E_F$ (meV) | Ionised fraction |
|---:|---:|---:|
| 0 | 505.0 | 1.000 |
| 100 | 187.8 | 1.000 |
| 200 | 25.3 | 1.000 |
| 220 | 11.3 | 0.975 |
| 240 | 3.2 | 0.634 |
| 260 | −1.0 | 0.257 |
| 300 | −5.1 | 0.065 |
| 600 | −13.0 | 0.003 |

The occupation reverses close to where the donor level crosses $E_F$. The half-ionised depth is 245.5 nm, both from the grid and from integrating $dx=du/(qF)$ with the closed formula. The surface field is 0.0395 MV/cm by both routes, and refining the grid from 2 nm to 1 nm changes it by about two parts in a million.

Define the charge width $W=\epsilon F_s/(qN_D)$, the thickness of a fully ionised layer with the same charge. It is 255 nm. The reduced barrier is $550-45-1.8=503.2$ meV. Since a uniformly charged layer has a potential drop $F_sW/2$, the field should be $2\times0.5032\ \mathrm{V}/255.1\ \mathrm{nm}=3.945\times10^{-3}$ V/nm, or 0.03945 MV/cm, as found. Had the layer kept the bulk ionised fraction, the same bending would have needed a width of 7.8 µm, thirty times more.

## The edge is not fully ionised

The phrase "fully ionised" holds for the interior of the layer. A fraction of 99% requires $u=u^*+kT\ln99$, which is reached at 216 nm. By Gauss's law the charge lying deeper than a given point is proportional to the field there. At the 99% point the donor logarithm is $\ln(1+99)$, so the share of the charge beyond it is

$$
\frac{F(u_{99})}{F_s}\approx\sqrt{\frac{kT\ln100}{u_s-u^*}}
=\sqrt{\frac{11.9}{503.2}}=0.154 .
$$

The region with at least 99% ionisation thus holds 0.846 of the charge. Beyond the half-ionised point the same argument, with $\ln2$ in place of $\ln100$, leaves about 6%.

Farther in, a weak tail remains. While $p\ll1$, the ionised density is $N_Dp\approx n_be^{u/kT}$, and so $\rho\approx2n_b\sinh(u/kT)$. With $y=u/kT$ and $\lambda^2=\epsilon kT/(2q^2n_b)$, Poisson's equation is $y''=\lambda^{-2}\sinh y$. Its first integral is $y'=-(2/\lambda)\sinh(y/2)$, and a second integration gives

$$
\tanh\frac{u}{4kT}\propto e^{-x/\lambda}.
$$

For the example $\lambda\approx274$ nm. The computed bendings, 2.76 meV at 600 nm and 0.63 meV at 1000 nm, give 275 nm when inserted in this law. The tail is long because few charges are available to screen it, and for the same reason it carries little charge. That its length is close to the layer width is a coincidence of this example.

If the total bending stays below $u^*$, there is no ionised interior at all. With a surface bending of 10 meV in the same material, only 5% of the donors right at the surface are ionised. Depletion of free electrons and ionisation of donors are then different things: the electron density there has fallen by a factor $e^{10/2.585}\approx48$, yet most donors remain neutral.

## Cooling at a fixed barrier

Hold $\Phi_B$ and all material parameters fixed and vary the temperature. Between 300 K and 20 K the bulk ionised fraction falls from 0.996 to $1.1\times10^{-5}$, whereas the layer's charge rises from 2.03 to $2.55\times10^{11}$ elementary charges per cm$^2$.

The rise comes from the bulk Fermi level. On cooling it moves towards the band, and the bending $u_s=\Phi_B-(E_c-E_F)_{\rm bulk}$ grows from 344 to 524 meV. At 300 K the bulk donors are already ionised, so there is no threshold to subtract, and the bracket in the general formula is close to $N_D(u_s-kT)$. At 20 K the simplified frozen-out formula applies. Below 50 K the charge hardly changes, because its remaining temperature dependence comes mostly from the small term $kT\ln g$.

## Has equilibrium been reached?

The argument gives the final state and says nothing about the time needed. Suppose a layer must form at low temperature, for instance after a change of gate voltage. Its donors are then neutral at first and have to emit their electrons. Balancing emission $eN_D^0$ against capture $\sigma v n_bN_D^+$ in the bulk, with capture cross-section $\sigma$ and thermal speed $v$, gives

$$
e=\sigma v\,\frac{n_bN_D^+}{N_D^0}=\sigma vN_1 .
$$

For a rough cross-section of $10^{-13}$ cm$^2$, the emission time $1/e$ is about 0.1 ms at 30 K. At 10 K it is of order $10^4$ to $10^5$ years, because $N_1$ contains $e^{-\varepsilon_d/kT}$. At 10 K, purely thermal emission would never establish the layer in practice.

The field helps. Along the field, the barrier around a charged donor is lowered by the minimum over $r$ of $q^2/(4\pi\epsilon r)+qFr$, which is $2\sqrt{q^3F/(4\pi\epsilon)}$. This amounts to 44 meV at the surface and 31 meV at half the charge width, compared with a binding energy of 45 meV. Electrons can also tunnel out. For a triangular barrier the exponent is

$$
\frac{2}{\hbar}\int_0^{\varepsilon_d/qF}\!\!\sqrt{2m(\varepsilon_d-qFr)}\,dr
=\frac{4\sqrt{2m}\,\varepsilon_d^{3/2}}{3\hbar qF}.
$$

With an attempt rate $\varepsilon_d/h$ and the conductivity mass $m=0.26\,m_e$, the escape rate in the field of the finished layer is about $2\times10^9$ s$^{-1}$ at the surface and $5\times10^5$ s$^{-1}$ at half the charge width, but $3\times10^{-23}$ s$^{-1}$ at nine tenths of it. These rates are illustrative only. In silicon the mass depends on direction: for a field along a cube axis the light mass $0.19\,m_e$ governs tunnelling, and it changes the last rate to about $4\times10^{-18}$ s$^{-1}$. The Coulomb lowering, also ignored here, raises the three quoted rates by roughly three to five orders of magnitude. Even so, the rates show how unevenly the field helps. In a finished layer at 10 K, a neutral donor near the surface would empty almost at once, while one in the last twentieth of the charge width could stay neutral for days or longer, even with thermal emission over the lowered barrier. That time rests on the rough cross-section above and scales as $1/\sigma$: a value a hundred times larger would shorten it to about a day at 0.95 of the charge width.

The rates do not show that the layer can form from neutral donors, because the field used here is produced by the ionised donors themselves. If 0.5 V first drops across 10 µm of neutral material, the field is only about 500 V/cm and tunnelling is negligible. Whether the layer then forms depends on the sample thickness, the applied voltage and processes left out here, such as impact ionisation.

## Beside a real device

The parameters are rough typical values for moderately doped silicon with phosphorus donors, as met in cryogenic electronics. Real samples contain acceptors. With $N_A=10^{14}$ cm$^{-3}$ and the same $\Phi_B$, the bulk ionised fraction rises ninefold to 0.010 and $u^*$ falls to 11.9 meV, but the surface field drops by only 0.5%. Excited donor states raise the term $kT\ln g$ in the reduced barrier by about 0.1 meV. Without acceptors $u^*$ rises by only half as much, about 0.06 meV, because neutrality also shifts $\delta$. The surface field is about 13% of a rough breakdown field of 0.3 MV/cm, and the valence band edge at the surface lies about 240 $kT$ below $E_F$, so holes are absent in equilibrium.

The smooth donor density is the weaker assumption. The mean donor spacing is 46 nm, so the layer is between five and six spacings thick, and the Coulomb energy of two charges at that distance is 2.65 meV, about $kT$. The many randomly placed charges of the layer together do more: before the donor electrons rearrange to screen them, they shift the local potential by roughly 10 meV, as much as the width of the occupation step. The calculated edge is therefore only a smoothed estimate, and individual donors near it can differ strongly in occupation. Well inside the layer the donor level stands 100 meV or more above $E_F$, and fluctuations of this size do not refill it. The treatment also assumes isolated donors, and it fails at heavy doping, where their states overlap and a single level $E_d$ no longer exists. The remaining figures are in the numerical output below.

## Table of computed values

```
INPUT (rough, P-doped silicon regime)
N_D = 1.0e+16 cm^-3, T = 30 K, kT = 2.585 meV
binding 45 meV, barrier 0.55 eV, eps_r 11.7
masses m_t 0.19, m_l 0.98, dos 1.084, cond 0.260 m_e
N_c = 8.956e+17 cm^-3
BULK
electron density = 1.110e+13 cm^-3
ionised fraction = 1.110e-03
E_c-E_F = 29.21 meV, E_F-E_d = 15.79 meV
threshold bending u_star = 17.58 meV
u_star at 2 K = 22.52 meV
CANONICAL COUNT, ionised fraction
band only: 1.110e-03
reservoir 20 meV below donor: 0.99913
LAYER
surface bending u_s = 520.8 meV
depth nm | bending meV | E_d-E_F meV | ionised fraction
    0 |  520.79 |  505.00 | 1.00000
  100 |  203.60 |  187.80 | 1.00000
  200 |   41.06 |   25.27 | 0.99989
  220 |   27.11 |   11.31 | 0.97548
  240 |   19.01 |    3.22 | 0.63439
  260 |   14.84 |   -0.96 | 0.25677
  280 |   12.38 |   -3.41 | 0.11783
  300 |   10.69 |   -5.10 | 0.06503
  400 |    6.25 |   -9.54 | 0.01231
  600 |    2.76 |  -13.03 | 0.00322
 1000 |    0.63 |  -15.16 | 0.00142
surface field: grid 0.03945, formula 0.03945 MV/cm
simple frozen-out formula 0.03945 MV/cm
grid 2 nm to 1 nm shifts field by 1.9e-06 (rel.)
charge width = 255.1 nm
half-ionised depth: grid 245.5, formula 245.5 nm
99% ionised down to 215.9 nm, holding 0.846 of charge
width if bulk fraction held = 7.79 um
weak bending 10 meV: surface ionised fraction 0.0505
T K | bulk ionised | u_s meV | sheet charge 1e11 q/cm^2
300 | 9.960e-01 | 344.4 | 2.030
100 | 6.829e-01 | 492.4 | 2.500
 50 | 5.158e-02 | 514.6 | 2.547
 30 | 1.110e-03 | 520.8 | 2.551
 20 | 1.056e-05 | 523.6 | 2.552
NEGLECTED EFFECTS
N_A = 1e14 cm^-3: bulk ionised 0.0101, u_star 11.85 meV, field 0.03925 MV/cm
excited donor states shift u_star by 0.122 meV
doubly occupied / neutral donors in bulk = 1.3e-05
donor spacing 46.4 nm, Coulomb energy 2.65 meV
E_F-E_v at surface = 240 kT (gap about 1.17 eV)
surface field / rough breakdown 0.3 MV/cm = 0.13
Coulomb barrier lowering: surface 44.1, mid-layer 31.2 meV
tunnel rate: surface 2.4e+09, mid-layer 5.2e+05 1/s
tunnel rate at 0.9 of charge width = 3.0e-23 1/s
thermal emission time (cross-section about 1e-13 cm^2): 30 K 1.2e-04 s
the same at 10 K: 4.6e+04 years
```
